# Where Doping and Diffusive Damping Change the Attraction Between Dirac Sheets: a numerical check

```python
"""Distance laws for the RPA attraction of two parallel Dirac sheets.

Result under test (atomic units, energy per area, zero temperature):
  undoped clean  E = -C_u / D^3
  doped clean    E = -C_c sqrt(K) / D^(5/2)
  diffusive      E = -C_d sigma / D^3
Crossovers: D_mu = (C_u/C_c)^2/K and D_gamma = (C_d/C_c)^2 K/gamma^2.
D: distance, q: wavevector, u: imaginary frequency, v: Dirac velocity,
mu: chemical potential, gamma: relaxation rate, K = mu/pi: Drude weight,
sigma = K/gamma: conductivity, a = -(2 pi/q) * density response,
r = a/(1+a): reflection amplitude, p = -dln|E|/dlnD: local exponent.
Spin-valley degeneracy is 4. Temperature T is an energy.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import zeta

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
C_LIGHT = 1 / const.fine_structure
PI = np.pi


def log_grid(low, high, count):
    """Gauss-Legendre points in ln(x); weights are for d ln(x)."""
    t, w = np.polynomial.legendre.leggauss(count)
    half = 0.5 * np.log(high / low)
    return np.exp(np.log(low) + half * (t + 1)), half * w


X, WX = log_grid(1e-6, 40.0, 90)
U, WU = log_grid(1e-9, 1e6, 240)


def integrate(D, log_term, scale):
    """(1/4pi^2) int q dq int du log_term(q,u), from the definition."""
    q = X / D
    u = scale(q)[:, None] * U
    values = log_term(q[:, None], u)
    return np.sum((WX * q**2)[:, None] * WU * u * values) / (4 * PI**2)


def energy(D, a_function, scale):
    def log_term(q, u):
        a = a_function(q, u)
        return np.log1p(-(a / (1 + a))**2 * np.exp(-2 * q * D))
    return integrate(D, log_term, scale)


def exponent(energy_of_D, D, h=0.05):
    upper = energy_of_D(D * np.exp(h))
    lower = energy_of_D(D * np.exp(-h))
    return -np.log(upper / lower) / (2 * h)


def bubble(q, u, mu, v):
    """Noninteracting density response of the doped Dirac sheet."""
    root = np.sqrt(u**2 + (v * q)**2)
    if mu == 0:
        return -q**2 / (4 * root)
    z = (2 * mu + 1j * u) / (v * q)
    bracket = np.real(np.arcsin(z) + z * np.sqrt(1 - z**2))
    full = (-q**2 / (4 * root) - 2 * mu / (PI * v**2)
            + q**2 * bracket / (2 * PI * root))
    # Long-wavelength form avoids cancellation when v*q is far below u.
    us = np.maximum(u, 1e-3 * v * q)
    local = -q**2 * (mu / (PI * us) + np.arctan(us / (2 * mu)) / (2 * PI)) / us
    return np.where(v * q < 1e-3 * u, local, full)


def sheet_energy(D, mu, gamma, v):
    """Energy with full response and number-conserving relaxation."""
    def a_function(q, u):
        w = u + gamma
        b = bubble(q, w, mu, v)
        if gamma > 0:
            static = bubble(q, 0 * u, mu, v)
            b = w * b / (u + gamma * b / static)
        return -2 * PI * b / q
    return energy(D, a_function, lambda q: v * q + np.sqrt(2 * mu * q))


def bubble_by_momentum_integral(q, u, mu, v):
    """Direct sum over transitions: filled lower cone plus added carriers."""
    t, w = np.polynomial.legendre.leggauss(240)
    m, wm = 15 * (t + 1), 15 * w
    n = (np.arange(80) + 0.5) * 2 * PI / 80
    c = q / 2
    r1 = c * (np.cosh(m)[:, None] + np.cos(n))
    r2 = c * (np.cosh(m)[:, None] - np.cos(n))
    overlap = (q**2 - (r1 - r2)**2) / (4 * r1 * r2)
    gap = v * (r1 + r2)
    integrand = overlap * 2 * gap / (u**2 + gap**2) * r1 * r2
    total = -np.sum(wm[:, None] * integrand) * 2 * PI / 80
    kf = mu / v
    k, wk = (0.5 * kf * (t + 1))[:, None], (0.5 * kf * w)[:, None]
    phi = (np.arange(500) + 0.5) * 2 * PI / 500
    p = np.sqrt(k**2 + q**2 + 2 * k * q * np.cos(phi))
    cosine = (k + q * np.cos(phi)) / p
    for band in (1, -1):
        term = (1 + band * cosine) * np.real(1 / (1j * u + v * k - band * v * p))
        total += np.sum(wk * k * term) * 2 * PI / 500
    return 4 * total / (2 * PI)**2


def drude_energy(D, K, gamma):
    return energy(D, lambda q, u: 2 * PI * K * q / (u * (u + gamma)),
                  lambda q: np.sqrt(2 * PI * K * q))


def retarded_energy(D, conductivity, scale):
    """Both polarizations, finite light speed, local conductivity."""
    def log_term(q, u):
        kappa = np.sqrt(q**2 + (u / C_LIGHT)**2)
        s = 2 * PI * conductivity(u)
        tm = s * kappa / (u + s * kappa)
        te = s * u / C_LIGHT**2 / (kappa + s * u / C_LIGHT**2)
        decay = np.exp(-2 * kappa * D)
        return np.log1p(-tm**2 * decay) + np.log1p(-te**2 * decay)
    return integrate(D, log_term, scale)


def thermal_drude_energy(D, T, K, gamma):
    """Matsubara sum; the zero-frequency term has r = 1 and half weight."""
    q = (X / D)[:, None]

    def q_integral(r):
        return np.sum((WX[:, None] * q**2)
                      * np.log1p(-r**2 * np.exp(-2 * q * D))) / (2 * PI)
    u = 2 * PI * T * np.arange(1, 3001)[None, :]
    a = 2 * PI * K * q / (u * (u + gamma))
    return T * (0.5 * q_integral(np.ones_like(q)) + q_integral(a / (1 + a)))


# Round model parameters
v_input, mu_input, gamma_input, T_input = 6.5, 0.2, 0.02, 0.025
v = v_input / HARTREE / BOHR
mu, gamma, T_warm = (x / HARTREE for x in (mu_input, gamma_input, T_input))
K = mu / PI
sigma = K / gamma

# Derived coefficients
b = PI / (2 * v)
orders = np.arange(1, 101)


def polylog4_of_r2(x):
    r = b / (b + np.sqrt(1 + x * x))
    return np.sum(r**(2 * orders) / orders**4)


C_u = v / (16 * PI**2) * quad(polylog4_of_r2, 0, np.inf, limit=200)[0]
J = quad(lambda x: x**1.5 * (2 - np.sqrt(1 + np.exp(-x))
                             - np.sqrt(1 - np.exp(-x))), 0, 40, limit=200)[0]
C_c = np.sqrt(2 * PI) / (4 * PI) * J
S = 16 * np.log(2) - 4 * zeta(2) - 2 * zeta(3) - zeta(4)
C_d = S / (8 * PI)
D_mu = (C_u / C_c)**2 / K
D_gamma = (C_d / C_c)**2 * K / gamma**2

# Response formula against direct momentum integration
for q_rel, u_rel in ((1.5, 0.8), (0.4, 0.5), (3.0, 2.0)):
    q0, u0 = q_rel * mu / v, u_rel * mu
    direct = bubble_by_momentum_integral(q0, u0, mu, v)
    assert abs(float(bubble(q0, u0, mu, v)) / direct - 1) < 1e-3

# Coefficients against two-dimensional quadrature of the energy
D0 = 100.0
undoped = sheet_energy(D0, 0.0, 0.0, v)
assert abs(undoped * D0**3 / -C_u - 1) < 1e-4
assert abs(drude_energy(D0, K, 0.0) * D0**2.5 / (-C_c * np.sqrt(K)) - 1) < 1e-4


def diffusive_energy(D, s):
    return energy(D, lambda q, u: 2 * PI * s * q / u, lambda q: 2 * PI * s * q)


assert abs(diffusive_energy(D0, sigma) * D0**3 / (-C_d * sigma) - 1) < 1e-4

# Full response reaches both doped limits; the second tolerance covers the
# interband conductivity, of relative size (gamma/2mu)^2, and finite D.
far = 1e6 / BOHR
clean_ratio = sheet_energy(far, mu, 0.0, v) / (-C_c * np.sqrt(K) / far**2.5)
very_far = 1e8 / BOHR
diffusive_ratio = (sheet_energy(very_far, mu, gamma, v)
                   / (-C_d * sigma / very_far**3))
assert abs(clean_ratio - 1) < 5e-3
assert abs(diffusive_ratio - 1) < 1e-2


def full(D):
    return sheet_energy(D, mu, gamma, v)


def clean(D):
    return sheet_energy(D, mu, 0.0, v)


def halfway(function, low, high):
    root = brentq(lambda t: exponent(function, np.exp(t)) - 2.75,
                  np.log(low), np.log(high), xtol=1e-5)
    return np.exp(root)


scan = np.geomspace(1.0, 1e7, 43) / BOHR
minimum = {}
for g_eV in (0.01, 0.02, 0.1):
    p_values = [exponent(lambda D: sheet_energy(D, mu, g_eV / HARTREE, v), D)
                for D in scan]
    i = int(np.argmin(p_values))
    minimum[g_eV] = (p_values[i], scan[i])
assert minimum[0.01][0] < minimum[0.02][0] < minimum[0.1][0]
D_mu_half = halfway(clean, 1 / BOHR, far)
D_gamma_half = halfway(full, minimum[0.02][1], very_far)
drude_half = halfway(lambda D: drude_energy(D, 1.0, 1.0), 1e-4, 1e5)
# An estimate should give the right order of magnitude.
assert 0.2 < D_mu_half / D_mu < 5
assert 0.2 < D_gamma_half / D_gamma < 5

# Thermal limits
T_star = 2 * S * sigma / (zeta(3) * D_gamma)
D_T = (16 * PI * C_c / zeta(3))**2 * K / T_warm**2


def zero_term(D, T):
    return -T * zeta(3) / (16 * PI * D**2)


hot = thermal_drude_energy(D_gamma, gamma, K, gamma)
cold = thermal_drude_energy(D_gamma, 0.01 * gamma, K, gamma)
assert abs(hot / zero_term(D_gamma, gamma) - 1) < 0.02
assert abs(cold / drude_energy(D_gamma, K, gamma) - 1) < 0.05
warm_ratio = (thermal_drude_energy(20 * D_T, T_warm, K, 0.0)
              / zero_term(20 * D_T, T_warm))
assert abs(warm_ratio - 1) < 0.02

# Retardation limits
beta = 2 * PI * sigma / C_LIGHT
small = 1e-3
s_small = small * C_LIGHT / (2 * PI)
loss = 1 - (retarded_energy(D0, lambda u: s_small, lambda q: 2 * PI * s_small * q)
            / diffusive_energy(D0, s_small))
assert abs(loss / small - 2 / (3 * S)) < 0.04
D_mirror = 1e4 * C_LIGHT**2 / (2 * PI * K)
mirror = retarded_energy(D_mirror, lambda u: K / u,
                         lambda q: np.sqrt(2 * PI * K * q))
assert abs(mirror * D_mirror**3 / (-PI**2 * C_LIGHT / 720) - 1) < 0.01


def retarded_ratio(D):
    value = retarded_energy(D, lambda u: K / (u + gamma),
                            lambda q: np.sqrt(2 * PI * K * q))
    return value / drude_energy(D, K, gamma)


ret_near, ret_far = retarded_ratio(D_gamma), retarded_ratio(1000 * D_gamma)
assert abs(ret_far - 1) < beta
sigma_mirror = PI**2 * C_LIGHT / (720 * C_d)

print(f"input hbar*v = {v_input:.2f} eV angstrom")
print(f"input mu = {mu_input:.3f} eV; hbar*gamma = {gamma_input:.3f} eV")
print(f"v = {v:.5f} a.u.; K = {K:.6f} a.u.; sigma = {sigma:.4f} a.u.")
print(f"Fermi wavevector = {mu_input / v_input:.5f} 1/angstrom")
print(f"C_u = {C_u:.6f} a.u.")
print(f"J = {J:.6f}; C_c = {C_c:.6f} (dimensionless)")
print(f"S = {S:.6f}; C_d = {C_d:.6f} (dimensionless)")
print(f"(C_u/C_c)^2 = {(C_u / C_c)**2:.5f} a.u.")
print(f"(C_d/C_c)^2 = {(C_d / C_c)**2:.4f} (dimensionless)")
print(f"D_mu from asymptotes = {D_mu * BOHR:.2f} angstrom = {D_mu:.2f} bohr")
print(f"D_mu where p=2.75 = {D_mu_half * BOHR:.2f} angstrom")
print(f"D_gamma from asymptotes = {D_gamma * BOHR:.0f} angstrom"
      f" = {D_gamma:.0f} bohr")
print(f"D_gamma where p=2.75 = {D_gamma_half * BOHR:.0f} angstrom")
print(f"pure Drude: gamma^2 D/K where p=2.75 = {drude_half:.4f}")
print(f"D_gamma/D_mu = {D_gamma / D_mu:.2f}")
print(f"sigma at which D_gamma=D_mu = {C_u / C_d:.4f} a.u.")
print(f"full/clean asymptote at 1e6 angstrom = {clean_ratio:.5f}")
print(f"full/diffusive asymptote at 1e8 angstrom = {diffusive_ratio:.5f}")
print("D (angstrom), E (eV/angstrom^2), p damped, p clean:")
for D_A in (3, 10, 30, 100, 300, 1e3, 3e3, 1e4, 1e5, 1e6, 1e7):
    D = D_A / BOHR
    print(f"  {D_A:.0f}  {full(D) * HARTREE / BOHR**2:.4e}"
          f"  {exponent(full, D):.4f}  {exponent(clean, D):.4f}")
print("hbar*gamma (eV), sigma (a.u.), smallest p, at D (angstrom):")
for g_eV, (p_min, D_min) in minimum.items():
    print(f"  {g_eV:.3f}  {mu_input / PI / g_eV:.4f}  {p_min:.4f}"
          f"  {D_min * BOHR:.0f}")
print(f"thermal limit T* = {T_star * HARTREE:.5f} eV"
      f"; T*/gamma = {T_star / gamma:.4f}")
print(f"clean-thermal crossing at T={T_input:.3f} eV: {D_T * BOHR:.1f} angstrom")
print(f"thermal sum/zero term at 20 crossings = {warm_ratio:.5f}")
print(f"at D_gamma, T=gamma: sum/zero term = "
      f"{hot / zero_term(D_gamma, gamma):.5f}")
print(f"at D_gamma, T=0.01 gamma: sum/T=0 energy = "
      f"{cold / drude_energy(D_gamma, K, gamma):.5f}")
print(f"beta = 2 pi sigma/c = {beta:.4f}")
print(f"retarded/nonretarded at D_gamma = {ret_near:.4f}")
print(f"retarded/nonretarded at 1000 D_gamma = {ret_far:.4f}")
print(f"first-order loss/beta: computed {loss / small:.4f},"
      f" derived {2 / (3 * S):.4f}")
print(f"sigma where diffusive equals mirror law = {sigma_mirror:.2f} a.u.")
print("OK")
```

Output:

```
input hbar*v = 6.50 eV angstrom
input mu = 0.200 eV; hbar*gamma = 0.020 eV
v = 0.45140 a.u.; K = 0.002340 a.u.; sigma = 3.1831 a.u.
Fermi wavevector = 0.03077 1/angstrom
C_u = 0.009203 a.u.
J = 0.062978; C_c = 0.012562 (dimensionless)
S = 1.024182; C_d = 0.040751 (dimensionless)
(C_u/C_c)^2 = 0.53672 a.u.
(C_d/C_c)^2 = 10.5229 (dimensionless)
D_mu from asymptotes = 121.40 angstrom = 229.41 bohr
D_mu where p=2.75 = 108.92 angstrom
D_gamma from asymptotes = 24116 angstrom = 45573 bohr
D_gamma where p=2.75 = 27776 angstrom
pure Drude: gamma^2 D/K where p=2.75 = 12.8451
D_gamma/D_mu = 198.65
sigma at which D_gamma=D_mu = 0.2258 a.u.
full/clean asymptote at 1e6 angstrom = 1.00005
full/diffusive asymptote at 1e8 angstrom = 0.99984
D (angstrom), E (eV/angstrom^2), p damped, p clean:
  3  -4.9108e-03  2.9982  2.9977
  10  -1.3400e-04  2.9778  2.9760
  30  -5.2618e-06  2.9060  2.8982
  100  -1.7047e-07  2.7891  2.7604
  300  -8.4268e-09  2.6906  2.6362
  1000  -3.4316e-10  2.6383  2.5513
  3000  -1.8915e-11  2.6452  2.5182
  10000  -7.6339e-13  2.6921  2.5055
  100000  -1.3300e-15  2.8295  2.5005
  1000000  -1.7111e-18  2.9408  2.5001
  10000000  -1.8406e-21  2.9867  2.5000
hbar*gamma (eV), sigma (a.u.), smallest p, at D (angstrom):
  0.010  6.3662  2.5896  2154
  0.020  3.1831  2.6357  1468
  0.100  0.6366  2.8154  681
thermal limit T* = 0.00324 eV; T*/gamma = 0.1619
clean-thermal crossing at T=0.025 eV: 404.7 angstrom
thermal sum/zero term at 20 crossings = 1.00203
at D_gamma, T=gamma: sum/zero term = 1.00044
at D_gamma, T=0.01 gamma: sum/T=0 energy = 1.01306
beta = 2 pi sigma/c = 0.1459
retarded/nonretarded at D_gamma = 1.0017
retarded/nonretarded at 1000 D_gamma = 0.9205
first-order loss/beta: computed 0.6495, derived 0.6509
sigma where diffusive equals mirror law = 46.10 a.u.
OK
```
